# Fano profile of a one-phonon donor replica in the photoionization continuum: a numerical check

```python
# RESULT UNDER TEST
# A donor 2p excitation plus one optical phonon interferes with direct
# photoionization. Near the replica, absorption / direct absorption is
#     (q + eps)^2 / (1 + eps^2), eps = 2(E-Er)/Gamma,
#     Gamma = 2 pi V^2, q = M/(pi V T).
# V: phonon coupling of 2p to the energy-normalized p continuum.
# T: dipole amplitude from 1s to that continuum.
# M: nonresonant amplitude for making 2p and one phonon together.
# The one-mode Hamiltonian is h + omega b^dagger b + W(r)(b+b^dagger).
# Donor units: length a_star, energy Ha_star, h = p^2/2 - 1/r.
# Independent road: complex-scaled diagonalization with up to four phonons.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize
from scipy.special import eval_genlaguerre, gammaln

# Rough material parameters in the regime of a shallow donor in 3C-SiC
mass, eps_static, eps_high = 0.35, 9.7, 6.5
phonon_meV, decay_meV, temperature = 120.0, 0.4, 20.0
mass_t, mass_l, gap_eV, donors_cm3 = 0.25, 0.68, 2.4, 1e17
hartree_meV = 1e3 * const.physical_constants["Hartree energy in eV"][0]
bohr_nm = 1e9 * const.physical_constants["Bohr radius"][0]
unit_meV = hartree_meV * mass / eps_static**2
unit_nm = bohr_nm * eps_static / mass
omega = phonon_meV / unit_meV
kappa = eps_static / eps_high - 1.0
kernel = omega * kappa / 2.0
alpha_polaron = kappa / np.sqrt(2 * omega)
E1, E2, E3 = -0.5, -0.125, -1.0 / 18.0


def u1(r):
    return 2 * r * np.exp(-r)


def u2(r):
    return r**2 * np.exp(-r / 2) / np.sqrt(24)


def charge_potential(r):
    """Potential of spherical 2p charge minus 1s charge."""
    p2 = (1 - np.exp(-r) * (1 + 3*r/4 + r**2/4 + r**3/24)) / r
    p1 = (1 - np.exp(-2*r) * (1 + r)) / r
    return p2 - p1


self_energy = quad(lambda r: (u2(r)**2 - u1(r)**2)
                   * charge_potential(r), 1e-5, 60, limit=200)[0]


def W(r):
    return np.sqrt(kernel / self_energy) * charge_potential(r)


# Check the mode potential from the Froehlich sum in momentum space
def form_factor(p):
    return (1 - p*p)/(1 + p*p)**4 - 1/(1 + p*p/4)**2


mode_norm = np.sqrt(omega*kappa/np.pi
                    * quad(lambda p: form_factor(p)**2, 0, np.inf)[0])
for radius in (0.5, 1.0, 3.0):
    integral = quad(lambda p: form_factor(p)*np.sinc(p*radius/np.pi),
                    0, 80, limit=400)[0]
    momentum_W = omega*kappa/np.pi * integral / mode_norm
    assert abs(momentum_W - W(radius)) < 2e-5

# Radial Laguerre bases and quadrature
nodes, weights = np.polynomial.legendre.leggauss(400)
t = (nodes + 1) / 2
r = 130 * t**2
weight = 130 * t * weights
basis_size, scale = 45, 1.0


def radial_basis(l):
    functions, derivatives = [], []
    order = 2*l + 2
    x = 2*scale*r
    for n in range(basis_size):
        norm = np.exp(0.5*((2*l+3)*np.log(2*scale)
                           + gammaln(n+1) - gammaln(n+2*l+3)))
        lag = eval_genlaguerre(n, order, x)
        lower = eval_genlaguerre(n-1, order+1, x) if n else 0*x
        envelope = norm*np.exp(-scale*r)
        functions.append(envelope*r**(l+1)*lag)
        derivatives.append(envelope*r**l
                           * ((l+1-scale*r)*lag - 2*scale*r*lower))
    f, d = np.array(functions), np.array(derivatives)
    kinetic = 0.5*(d*weight)@d.T
    kinetic += 0.5*l*(l+1)*(f*(weight/r**2))@f.T
    inverse_r = (f*(weight/r))@f.T
    return f, kinetic, inverse_r


bases = [radial_basis(l) for l in (0, 1)]
assert max(np.max(abs((b[0]*weight)@b[0].T-np.eye(basis_size)))
           for b in bases) < 1e-8
dipole_real = (bases[1][0]*(weight*r))@bases[0][0].T/np.sqrt(3)


def electron_matrices(l, angle):
    f, kinetic, inverse_r = bases[l]
    h = np.exp(-2j*angle)*kinetic - np.exp(-1j*angle)*inverse_r
    potential = (f*(weight*W(r*np.exp(1j*angle))))@f.T
    return h, potential


def nearest_state(h, target):
    energies, vectors = np.linalg.eig(h)
    index = np.argmin(abs(energies-target))
    v = vectors[:, index]
    return energies[index], v/np.sqrt(np.sum(v*v))


def full_model(coupling, damping=0.0, angle=0.5, levels=5):
    """Return ground energy, final poles, residues and replica index."""
    number = np.arange(levels)
    ladder = np.diag(np.sqrt(number[1:]), 1)
    displacement = ladder + ladder.T
    results = []
    for l, target, block, loss in ((0, E1, 0, 0.0),
                                   (1, E2, 1, damping)):
        h, potential = electron_matrices(l, angle)
        _, reference = nearest_state(h, target)
        H = np.kron(np.eye(levels), h)
        H += np.kron(np.diag(number*(omega-0.5j*loss)), np.eye(basis_size))
        H += coupling*np.kron(displacement, potential)
        energies, vectors = np.linalg.eig(H)
        norm = np.sum(vectors*vectors, axis=0)
        part = vectors[block*basis_size:(block+1)*basis_size]
        index = np.argmax(abs((reference@part)**2/norm))
        results.append((energies, vectors, norm, index))
    energies, vectors, norm, index = results[0]
    ground = vectors[:, index]/np.sqrt(norm[index])
    dipole = np.kron(np.eye(levels), np.exp(1j*angle)*dipole_real)
    excited = dipole@ground
    poles, final, final_norm, replica = results[1]
    residues = (excited@final)**2/final_norm
    return energies[index].real, poles, residues, replica


def strength(energy, model):
    energy = np.atleast_1d(energy)
    response = np.sum(model[2]/(energy[:, None]-model[1]), axis=1)
    return -response.imag/np.pi


def pole_parameters(model):
    pole, residue = model[1][model[3]], model[2][model[3]]
    root = np.sqrt(residue)
    return pole.real, -2*pole.imag, -root.real/root.imag


# Coulomb waves at the replica energy, obtained by inward integration
Ea = E2 + omega
assert 0 < Ea < omega
k = np.sqrt(2*Ea)
R = np.linspace(0, 30, 1201)
with mp.workdps(30):
    end, step, eta = mp.mpf(k*R[-1]), mp.mpf("1e-8"), mp.mpf(-1/k)
    initial = []
    for wave in (mp.coulombf, mp.coulombg):
        value = mp.re(wave(1, eta, end))
        slope = mp.re(wave(1, eta, end+step)
                      - wave(1, eta, end-step))/(2*step)
        initial += [float(value), k*float(slope)]


def coulomb_equation(x, y):
    factor = 2/x**2 - 2/x - k*k
    return [y[1], factor*y[0], y[3], factor*y[2]]


waves = solve_ivp(coulomb_equation, (R[-1], R[1]), initial,
                  t_eval=R[:0:-1], method="DOP853", rtol=1e-11, atol=1e-13)
F = np.r_[0, waves.y[0, ::-1]]
G = np.r_[0, waves.y[2, ::-1]]
wave_norm = np.sqrt(2/(np.pi*k))


def cumulative(y):
    return CubicSpline(R, y).antiderivative()(R)


def integral(y):
    return cumulative(y)[-1]


def standing_element(left, right):
    inner = left*cumulative(F*right) + right*cumulative(F*left)
    return -2/k*integral(G*inner)


W2 = np.r_[0, W(R[1:])*u2(R[1:])]
W1 = np.r_[0, W(R[1:])*u1(R[1:])]
z1 = R*u1(R)/np.sqrt(3)
V = wave_norm*integral(F*W2)
T = wave_norm*integral(F*z1)
final_amplitude = standing_element(W2, z1)

hs, Ws = (a.real for a in electron_matrices(0, 0.0))
hp, Wp = (a.real for a in electron_matrices(1, 0.0))
s1 = (bases[0][0]*weight)@u1(r)
p2 = (bases[1][0]*weight)@u2(r)
identity = np.eye(basis_size)
dressing = np.linalg.solve(hs+(omega-E1)*identity, Ws@s1)
ground_amplitude = -p2@dipole_real@dressing
M = ground_amplitude + final_amplitude
q = M/(np.pi*V*T)
Gamma = 2*np.pi*V**2
two_phonon = np.linalg.solve((E2-omega)*identity-hp, Wp@p2)
excited_shift = standing_element(W2, W2) + 2*(Wp@p2)@two_phonon
ground_shift = -(Ws@s1)@dressing
W11, W22 = integral(W1*u1(R)), integral(W2*u2(R))
z21 = integral(u2(R)*z1)
condon = z21*(W22-W11)/omega

# Direct continuum strength from two different methods
uncoupled = full_model(0.0)
assert abs(strength(Ea, uncoupled)[0]/T**2-1) < 1e-4

# Weak-coupling pole must approach the derived width, q and shift
errors = []
for coupling in (0.1, 0.05):
    model = full_model(coupling)
    position, width, pole_q = pole_parameters(model)
    errors.append([abs(width/(coupling**2*Gamma)-1), abs(pole_q/q-1),
                   abs((position-Ea)/(coupling**2*excited_shift)-1),
                   abs((model[0]-E1)/(coupling**2*ground_shift)-1)])
errors = np.array(errors)
assert np.all(errors[0] < 0.03)
assert np.all(errors[1] < 0.4*errors[0]+2e-4)

# Whole weak-coupling spectrum and its zero
width = coupling**2*Gamma
center = Ea + coupling**2*excited_shift
x = np.linspace(-15, 15, 301)
numeric_profile = strength(center+x*width/2, model)/T**2
fano_profile = (q+x)**2/(1+x*x)
profile_error = np.max(abs(numeric_profile-fano_profile))/(1+q*q)
assert profile_error < 0.03
weak_zero = strength(center-q*width/2, model)[0]/T**2
assert abs(weak_zero) < 0.02

# Phonon decay equal to the electronic width
damped = full_model(coupling, damping=width)
damped_numeric = strength(center+x*width, damped)/T**2
damped_formula = 1+0.5*(q*q-1+2*q*x)/(1+x*x)
damped_error = np.max(abs(damped_numeric-damped_formula))/(1+q*q)
assert damped_error < 0.03
damped_floor = strength(center-q*width, damped)[0]/T**2
assert abs(damped_floor-0.5) < 0.03

# Full coupling, including neighbouring replicas and multiphonon states
strong = full_model(1.0)
strong_E, strong_width, strong_q = pole_parameters(strong)
other_angle = full_model(1.0, angle=0.4)
assert abs(strong[1][strong[3]]-other_angle[1][other_angle[3]]) < 1e-5
span = E3-E2 if q < 0 else abs(q)*Gamma
offsets = -np.sign(q)*np.linspace(0, span, 6001)
scan = strength(strong_E+offsets, strong)/T**2
dip = np.argmin(scan)
peak_offsets = np.linspace(-strong_width, strong_width, 2001)
strong_peak = np.max(strength(strong_E+peak_offsets, strong))/T**2

# Width of the brightest combination when all LO modes are allowed
density = wave_norm*F*u2(R)
exchange = []
for order in (0, 2):
    inside = cumulative(density*R**order)
    outer = np.zeros_like(R)
    outer[1:] = density[1:]*inside[1:]/R[1:]**(order+1)
    exchange.append(2*integral(outer))
assert V**2 <= kernel*exchange[0]*(1+1e-7)
all_mode_width = 2*np.pi*kernel*(exchange[0]+0.4*exchange[1])

# Variational anisotropic donor levels
angle_nodes, angle_weights = np.polynomial.legendre.leggauss(60)
c = (angle_nodes+1)/2
cw = angle_weights/2


def anisotropic_level(mt, ml, kind):
    kinetic, fraction, density_angle = {
        "1s": (1.0, 1/3, np.ones_like(c)),
        "2p0": (0.25, 3/5, 3*c*c),
        "2p+-": (0.25, 1/5, 1.5*(1-c*c))}[kind]

    def energy(log_lengths):
        a, b = np.exp(log_lengths)
        attraction = np.sum(cw*density_angle/np.sqrt(a*a*(1-c*c)+b*b*c*c))
        return (kinetic*((1-fraction)/(2*mt*a*a)+fraction/(2*ml*b*b))
                - kinetic*attraction/eps_static)

    start = np.log([eps_static/mt, eps_static/ml])
    fit = minimize(energy, start, method="Nelder-Mead",
                   options={"xatol": 1e-8, "fatol": 1e-13, "maxiter": 1000})
    return fit.fun*hartree_meV


assert abs(anisotropic_level(mass, mass, "1s")/unit_meV-E1) < 1e-6
assert abs(anisotropic_level(mass, mass, "2p0")/unit_meV-E2) < 1e-6
levels = [anisotropic_level(mass_t, mass_l, s) for s in ("1s", "2p0", "2p+-")]

# Laboratory quantities and sizes of omitted effects
photon = Ea+excited_shift-E1-ground_shift
photon_meV = photon*unit_meV
transverse_meV = phonon_meV*np.sqrt(eps_high/eps_static)
index = np.sqrt(eps_high*(photon_meV**2-phonon_meV**2)
                / (photon_meV**2-transverse_meV**2))
cross_section = (4*np.pi**2*const.fine_structure*(unit_nm*1e-7)**2
                 * photon*T**2/index)
share = Gamma*unit_meV/(Gamma*unit_meV+decay_meV)
thermal_meV = 1e3*const.k*temperature/const.e
occupation = 1/np.expm1(phonon_meV/thermal_meV)
band_density = 6*(mass*const.m_e*const.k*temperature
                  / (2*np.pi*const.hbar**2))**1.5*1e-6
saha = band_density/2*np.exp(E1*unit_meV/thermal_meV)
ionized = 2*saha/(saha+np.sqrt(saha**2+4*saha*donors_cm3))/1.0
spacing_nm = donors_cm3**(-1/3)*1e7


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Effective mass", mass, "electron masses")
show("Static dielectric constant", eps_static)
show("High-frequency dielectric constant", eps_high)
show("LO phonon energy", phonon_meV, "meV")
show("Donor energy unit Ha*", unit_meV, "meV")
show("Donor length unit a*", unit_nm, "nm")
show("Froehlich alpha", alpha_polaron)
show("Phonon energy omega", omega, "Ha*")
show("Mode charge self-energy U", self_energy, "Ha*")
show("W11", W11, "Ha*")
show("W22", W22, "Ha*")
show("Continuum electron energy", Ea*unit_meV, "meV")
show("Coupling V", V, "Ha*^(1/2)")
show("Direct dipole T", T, "a*/Ha*^(1/2)")
show("Ground-dressing amplitude", ground_amplitude, "a*")
show("Photon-then-phonon amplitude J", final_amplitude, "a*")
show("Total amplitude M", M, "a*")
show("Franck-Condon part of M", condon, "a*")
show("Derived Fano q", q)
show("Derived width", Gamma*unit_meV, "meV")
show("Excited-state shift", excited_shift*unit_meV, "meV")
show("Ground-state shift", ground_shift*unit_meV, "meV")
show("Unshifted replica photon energy", (Ea-E1)*unit_meV, "meV")
show("Derived replica photon energy", photon_meV, "meV")
show("Derived zero minus resonance", -q*Gamma*unit_meV/2, "meV")
show("2p-to-3p replica spacing", (E3-E2)*unit_meV, "meV")
show("Weak-test coupling factor", coupling)
show("Weak-test width error", 100*errors[1, 0], "%", 3)
show("Weak-test q error", 100*errors[1, 1], "%", 3)
show("Weak-test profile error / peak", 100*profile_error, "%", 3)
show("Damped-test floor (gamma=Gamma)", damped_floor)
show("Full-coupling photon energy", (strong_E-strong[0])*unit_meV, "meV")
show("Full-coupling width", strong_width*unit_meV, "meV")
show("Full-coupling pole q", strong_q)
show("Full-coupling peak / uncoupled background", strong_peak)
show("Full-coupling dip minus resonance", offsets[dip]*unit_meV, "meV")
show("Full-coupling dip / uncoupled background", scan[dip], "", 3)
show("Refractive index at replica", index)
show("Direct cross-section", cross_section, "cm^2")
show("Derived peak cross-section", cross_section*(1+q*q), "cm^2")
show("Rough phonon decay width", decay_meV, "meV")
show("Damped dip / background", 1-share)
show("Damped peak / background", 1+q*q*share)
show("Brightest all-LO-mode width", all_mode_width*unit_meV, "meV")
show("Transverse mass", mass_t, "electron masses")
show("Longitudinal mass", mass_l, "electron masses")
show("Anisotropic 1s-2p0 energy", levels[1]-levels[0], "meV")
show("Anisotropic 1s-2p+- energy", levels[2]-levels[0], "meV")
show("Isotropic 1s-2p energy", (E2-E1)*unit_meV, "meV")
show("Temperature", temperature, "K")
show("LO phonon occupation", occupation, "", 3)
show("Donor density", donors_cm3, "cm^-3")
show("Thermally ionized donor fraction", ionized, "", 3)
show("Donor spacing / mean 2p radius", spacing_nm/(5*unit_nm))
show("Continuum energy / rough band gap", Ea*unit_meV/(1e3*gap_eV))
print("ALL CHECKS PASSED")
```

Running it gives:

```
Effective mass: 0.35 electron masses
Static dielectric constant: 9.7
High-frequency dielectric constant: 6.5
LO phonon energy: 120 meV
Donor energy unit Ha*: 101.22 meV
Donor length unit a*: 1.4666 nm
Froehlich alpha: 0.31972
Phonon energy omega: 1.1855 Ha*
Mode charge self-energy U: 0.32104 Ha*
W11: -0.36439 Ha*
W22: -0.058308 Ha*
Continuum electron energy: 107.35 meV
Coupling V: -0.02627 Ha*^(1/2)
Direct dipole T: 0.14281 a*/Ha*^(1/2)
Ground-dressing amplitude: 0.11288 a*
Photon-then-phonon amplitude J: -0.095782 a*
Total amplitude M: 0.017101 a*
Franck-Condon part of M: 0.19233 a*
Derived Fano q: -1.4509
Derived width: 0.4389 meV
Excited-state shift: -0.37989 meV
Ground-state shift: -12.821 meV
Unshifted replica photon energy: 157.96 meV
Derived replica photon energy: 170.4 meV
Derived zero minus resonance: 0.31841 meV
2p-to-3p replica spacing: 7.0293 meV
Weak-test coupling factor: 0.05
Weak-test width error: 0.0445 %
Weak-test q error: 0.112 %
Weak-test profile error / peak: 0.0931 %
Damped-test floor (gamma=Gamma): 0.50054
Full-coupling photon energy: 171.65 meV
Full-coupling width: 0.52903 meV
Full-coupling pole q: -0.9529
Full-coupling peak / uncoupled background: 2.8196
Full-coupling dip minus resonance: 0.25306 meV
Full-coupling dip / uncoupled background: 1.07e-08
Refractive index at replica: 2.2152
Direct cross-section: 9.6038e-17 cm^2
Derived peak cross-section: 2.9822e-16 cm^2
Rough phonon decay width: 0.4 meV
Damped dip / background: 0.47681
Damped peak / background: 2.1014
Brightest all-LO-mode width: 3.2337 meV
Transverse mass: 0.25 electron masses
Longitudinal mass: 0.68 electron masses
Anisotropic 1s-2p0 energy: 33.156 meV
Anisotropic 1s-2p+- energy: 38.176 meV
Isotropic 1s-2p energy: 37.958 meV
Temperature: 20 K
LO phonon occupation: 5.77e-31
Donor density: 1e+17 cm^-3
Thermally ionized donor fraction: 4.87e-07
Donor spacing / mean 2p radius: 2.938
Continuum energy / rough band gap: 0.044728
ALL CHECKS PASSED
```
